\section*{The Least Resistance of a Uniformly Doped Punch-Through Drift Layer}

A p-type diamond layer that is to block 10 kV with an assumed peak field of 5 MV/cm can be made 40 µm thick, with a net acceptor density of $3.94\times10^{15}\ \mathrm{cm^{-3}}$. If all acceptors supply a hole and the hole mobility is $600\ \mathrm{cm^2/Vs}$, its resistance times area is $10.6\ \mathrm{m\Omega\,cm^2}$. A layer of 30 µm with fewer acceptors, $3.50\times10^{15}\ \mathrm{cm^{-3}}$, blocks the same voltage at the same peak field and has only $8.9\ \mathrm{m\Omega\,cm^2}$. A quarter of the thickness has been removed at the price of a ninth of the doping. The reason lies in the shape of the field, and the same reasoning shows that 30 µm is the best thickness within the model.

Consider a one-dimensional layer from the blocking junction at $x=0$ to a heavily doped contact at $x=W$. Its net doping $N$ is uniform. In the blocking state the mobile carriers have been removed and the fixed charge density has magnitude $qN$, where $q$ is the elementary charge. Let $F(x)$ be the magnitude of the field, so that the sign of the dopant charge need not be carried along. The field is largest at the junction, where it has the prescribed value $E$. Gauss's law with permittivity $\varepsilon$ gives
\begin{equation}
\frac{dF}{dx}=-\frac{qN}{\varepsilon},\qquad F(x)=E-\frac{qN}{\varepsilon}x .
\end{equation}
The layer is in punch-through when this field has not fallen to zero before the contact. The blocked voltage is then the area under the whole straight line,
\begin{equation}
V=\int_0^W F(x)\,dx=EW-\frac{qNW^2}{2\varepsilon}.
\end{equation}
The small voltages across the heavily doped regions and the built-in voltage of the junction are left out. Solving for the doping gives
\begin{equation}
qN=\frac{2\varepsilon(EW-V)}{W^2}.
\end{equation}
A positive doping requires $W>V/E$. The field at the contact follows by inserting this doping:
\begin{equation}
F(W)=E-\frac{2(EW-V)}{W}=\frac{2V}{W}-E .
\end{equation}
It is not negative as long as $W\le 2V/E$. The punch-through designs therefore occupy the interval $V/E<W\le 2V/E$. At the lower end the layer is undoped and the field is a rectangle. At the upper end the field is a triangle that just reaches zero at the contact.

In the on-state the layer is taken to conduct ohmically over its full thickness, with one free carrier per net dopant and a constant mobility $\mu$. The conductivity is $q\mu N$, and the specific resistance, which is resistance times area, is
\begin{equation}
R=\frac{W}{q\mu N}=\frac{W^3}{2\varepsilon\mu(EW-V)} .
\end{equation}
It is convenient to measure the thickness by the dimensionless number $u=WE/V$. With $W=uV/E$, the numerator is $u^3V^3/E^3$ and $EW-V=V(u-1)$, so that
\begin{equation}
R=\frac{V^2}{\varepsilon\mu E^3}\,f(u),\qquad f(u)=\frac{u^3}{2(u-1)},\qquad 1<u\le2 .
\end{equation}
The quotient rule gives
\begin{equation}
f'(u)=\frac{3u^2(u-1)-u^3}{2(u-1)^2}=\frac{u^2(2u-3)}{2(u-1)^2}.
\end{equation}
The sign of $f'$ is that of $2u-3$. The resistance falls up to $u=3/2$ and rises beyond it, so this is the one minimum on the interval. There $f=(27/8)/(2\cdot\tfrac12)=27/8$, and
\begin{equation}
R_{\min}=\frac{27}{8}\,\frac{V^2}{\varepsilon\mu E^3},\qquad W=\frac{3V}{2E}.
\end{equation}
The doping follows from $EW-V=V/2$ and $W^2=9V^2/(4E^2)$:
\begin{equation}
N=\frac{2\varepsilon}{q}\,\frac{V}{2}\,\frac{4E^2}{9V^2}=\frac{4\varepsilon E^2}{9qV}.
\end{equation}
The field at the contact is $2V/W-E=4E/3-E=E/3$. It is positive, as the punch-through assumption requires.

It remains to exclude layers outside this family. For a given doping and peak field, a layer thick enough to contain the whole field triangle has a depleted width $\varepsilon E/(qN)$ and blocks $\varepsilon E^2/(2qN)$. More thickness adds no voltage. A doping above $\varepsilon E^2/(2qV)$ therefore cannot block $V$ at any thickness. At or below that doping, the blocked voltage grows with thickness until the triangle is complete. The least sufficient thickness is thus reached while the contact field is still positive or just zero, which is a member of the family above. Any thicker layer of the same doping only adds series resistance. The minimum is therefore the minimum over all uniformly doped layers of this model.

The triangular design has $u=2$ and $f=4$, hence $R=4V^2/(\varepsilon\mu E^3)$. The optimum is lower by the factor $(27/8)/4=27/32$, or about 16\%, at fixed $V$, $E$, $\varepsilon$ and $\mu$. To see where the gain comes from, write the doping in terms of $u$:
\begin{equation}
N=\frac{2\varepsilon E^2}{qV}\,\frac{u-1}{u^2},\qquad
\frac{d\ln N}{d\ln u}=\frac{u}{u-1}-2=\frac{2-u}{u-1}.
\end{equation}
The logarithmic slope vanishes at $u=2$. The end of the triangular layer carries almost no field and so contributes almost no voltage. Cutting it off costs no doping to first order, while the resistance falls in proportion to the thickness. As the layer is thinned further, each step costs more doping. Since $R\propto W/N$, the gain ends when a small relative reduction of $W$ forces an equal relative reduction of $N$. That condition is $(2-u)/(u-1)=1$, which again gives $u=3/2$. Towards $u=1$ the doping vanishes and the resistance diverges as $1/[2(u-1)]$ in units of $V^2/(\varepsilon\mu E^3)$.

For the diamond layer, the relative permittivity 5.7 gives $\varepsilon=5.047\times10^{-13}\ \mathrm{F/cm}$. The optimum thickness is
\begin{equation}
W=\frac{1.5\times10^4\ \mathrm V}{5\times10^6\ \mathrm{V/cm}}=3.0\times10^{-3}\ \mathrm{cm}=30\ \mu\mathrm m ,
\end{equation}
and the doping and resistance are
\begin{align}
N&=\frac{4(5.047\times10^{-13})(5\times10^6)^2}{9(1.602\times10^{-19})(10^4)}\ \mathrm{cm^{-3}}
=3.50\times10^{15}\ \mathrm{cm^{-3}},\\
R_{\min}&=\frac{3.375\,(10^4)^2}{(5.047\times10^{-13})(600)(5\times10^6)^3}\ \Omega\,\mathrm{cm^2}
=8.92\ \mathrm{m\Omega\,cm^2}.
\end{align}
In SI units the resistance is $8.92\times10^{-7}\ \Omega\,\mathrm{m^2}$. A numerical search with the same inputs, which integrates the field, finds the thinnest sufficient layer at each doping and then varies the doping, also gives $8.92\ \mathrm{m\Omega\,cm^2}$. A finite-difference solution of Poisson's equation for the 30 µm layer at 10 kV gives a contact field of 1.667 MV/cm, one third of the peak. The complete set of values is in the numerical output below.

The minimum is flat in thickness if the doping is redesigned to keep $V$ and $E$. A layer 10\% thinner than the optimum has 4.1\% more resistance, and one 10\% thicker has 2.4\% more. An error of doping in a finished layer is a different matter, because $W$ is then fixed and the blocked voltage changes. The dopant charge lowers the voltage from $EW=3V/2$ to $V$, so the term linear in $N$ equals $V/2$. If the permitted peak field is unchanged, a relative excess $\delta$ of doping therefore costs $\delta V/2$ as long as the contact field stays positive. For $\delta=0.1$ the loss is 5\% of the voltage, or 0.5 kV. The assumed peak field matters more. A design for a 10\% lower peak field at the same voltage has a resistance larger by $0.9^{-3}=1.37$: the layer must be thicker in proportion to $1/E$, and its permitted doping falls as $E^2$.

The assumption that fails most severely in diamond is that every acceptor supplies a free hole. The boron level lies about 0.37 eV above the valence band, many times the thermal energy. In the blocking state the holes are swept out and, in the steady state, the acceptors are taken to be all charged, so the field calculation keeps $N$. In the on-state the conductivity contains the hole density $p$ instead. Without compensating donors, charge neutrality and the occupation of the acceptor level give
\begin{equation}
\frac{p^2}{N-p}=K,\qquad K=\frac{N_v}{g}\,e^{-E_a/kT},
\end{equation}
where $N_v$ is the effective density of valence states, $g=4$ the acceptor degeneracy and $E_a$ the level energy. At 500 K, with a density-of-states mass of 0.8 electron masses, this gives $p=1.77\times10^{15}\ \mathrm{cm^{-3}}$ in the 30 µm layer. Half of the acceptors are ionized, and the resistance is $8.92/0.505=17.7\ \mathrm{m\Omega\,cm^2}$. These figures depend on $g$ and the mass: with $g$ equal to 4 or 6 and a mass of 0.8 or 0.91, the ionized fraction lies between 0.44 and 0.54 and the resistance between about 17 and $20\ \mathrm{m\Omega\,cm^2}$.

The optimum also moves, since holes are no longer proportional to acceptors. Let $s=d\ln p/d\ln N$. Taking the logarithmic differential of the ionization law at fixed $K$ gives
\begin{equation}
2\,\frac{dp}{p}=\frac{dN-dp}{N-p}
\quad\Longrightarrow\quad
(2N-p)\,\frac{dp}{p}=dN
\quad\Longrightarrow\quad
s=\frac{N}{2N-p}.
\end{equation}
Thus $s$ runs from 1 at full ionization to $1/2$ when few acceptors are ionized. With $R\propto W/p$ at constant mobility, the condition for a stationary resistance is
\begin{equation}
0=1-s\,\frac{2-u}{u-1}
\quad\Longrightarrow\quad
u-1=2s-su
\quad\Longrightarrow\quad
u=\frac{1+2s}{1+s},
\end{equation}
where $s$ is taken at the optimum itself. As $u$ rises from 1 to 2, the doping rises, the ionized fraction falls and $s$ falls. The factor $(2-u)/(u-1)$ falls too, from infinity to zero. Their product therefore passes through 1 once, and the stationary point is a minimum. Full ionization returns $u=3/2$, and very weak ionization gives $u=4/3$. Doping is now worth less, so it pays to give up some of it for a thinner layer.

At 500 K the minimum lies at 28.1 µm and $3.2\times10^{15}\ \mathrm{cm^{-3}}$, with $s=0.675$. The resistance there is $17.5\ \mathrm{m\Omega\,cm^2}$, about 1\% below that of the 30 µm layer with the same incomplete ionization. The redesign recovers little because the minimum is flat; the loss of holes itself remains. At 300 K just 2.8\% of the acceptors in the 30 µm layer are ionized. With the mobility held at its 500 K value, to isolate the effect of ionization, the resistance is 36 times the ideal result, and 35 times after the layer has been redesigned. The formula with $N$ as the carrier density is then useless as an estimate of resistance, although its field calculation is unaffected.

Two further effects act through the hole density. If donors amount to 10\% of the net doping, and the net doping is kept fixed, the resistance at 500 K rises by 7\%; at 300 K, where few acceptors are ionized, the same donors raise it by a factor of 3.8. Heating the 30 µm layer from 500 K to 550 K lowers its resistance by 8\% if the mobility varies as $T^{-2}$, an assumed rough law. The mobility alone would raise it by the factor $1.1^2=1.21$, but the additional ionized acceptors more than compensate. The sign of the change depends on that law. It reverses at an exponent of about 2.8, and with a mobility falling as $T^{-3}$ the resistance would rise by 1.5\%. Empirical fits for holes in lightly doped diamond lie closer to $T^{-3}$, so a real layer is likely to be near its resistance minimum at 500 K rather than still improving.

A fixed peak field is also an approximation, because avalanche breakdown depends on how far a carrier travels in a high field. A simple model replaces the fixed limit by
\begin{equation}
\int_0^W A\,F(x)^7\,dx=1 ,
\end{equation}
with the constant $A$ chosen such that the 30 µm layer breaks down at 10 kV with a peak of 5 MV/cm. The seventh power is a model choice here, not a fit to diamond. With full ionization restored, the best thickness becomes 31.7 µm and the resistance $8.78\ \mathrm{m\Omega\,cm^2}$. The permitted peak field there is 5.04 MV/cm. The triangular layer may reach 5.10 MV/cm, since its field falls more steeply from the junction and the region of strongest ionization is shorter. Its resistance is $9.96\ \mathrm{m\Omega\,cm^2}$. The advantage of punch-through shrinks from 16\% to 12\% but survives in this model. Its size depends on the power chosen: it is 8\% for a third power and about 11\% for a fifth.

Three other corrections to conduction are small for this layer. A built-in voltage of 4.5 V depletes 0.9 µm at zero bias, which is 3\% of the thickness. At $100\ \mathrm{A/cm^2}$ and 500 K the holes drift at $3.5\times10^5$ cm/s, about 4\% of a rough saturation velocity of $10^7$ cm/s, so ohmic conduction is a fair description. The hole density is about $5\times10^{-5}$ of the effective band density, and the hole gas is far from degenerate.

The choice of blocking junction is less innocent. For a triangular barrier of height $\phi$ in a field $E$, and a tunnelling mass $m$, the semiclassical transmission is $e^{-B}$, with
\begin{equation}
B=2\int_0^{\phi/(qE)}\frac{\sqrt{2m(\phi-qEx)}}{\hbar}\,dx
=\frac{4\sqrt{2m}\,\phi^{3/2}}{3\hbar qE}.
\end{equation}
With a rough mass of 0.3 electron masses, a barrier as high as the gap of 5.5 eV gives $B\approx97$. Tunnelling between the bands is better described by a decay constant that vanishes at both band edges. With the same mass at both edges this lowers the exponent by the factor $3\pi/16$, to about 57, and tunnelling across the gap is still negligible. A metal contact with a Schottky barrier of 1.5 eV gives $B\approx14$. The corresponding zero-temperature field-emission estimate is about 30 to $90\ \mathrm{A/cm^2}$, depending on whether the tunnelling mass or the free-electron mass is used for the supply of carriers. At 10 kV this would mean 0.3 to $0.9\ \mathrm{MW/cm^2}$ of heat. The current depends steeply on the barrier: 2 eV gives $B\approx21$ and 0.01 to $0.04\ \mathrm{A/cm^2}$, still 0.1 to $0.4\ \mathrm{kW/cm^2}$. Barrier lowering by the image force and thermal excitation would add to this current. With these inputs a plain Schottky contact cannot sustain the assumed field, and the example presupposes a p--n blocking junction in a unipolar transistor.

Set beside real diamond, the permittivity, the gap and the boron level are representative. The mobility is rough: empirical fits give nearer $400\ \mathrm{cm^2/Vs}$ at 500 K, which would raise every resistance quoted for that temperature by about half, and a value several times larger at 300 K. The peak field is an assumed limit: the avalanche model above was adjusted to it and does not show that a real layer this thick reaches 5 MV/cm before breakdown. Published ionization rates for diamond differ widely, and several of them put the limit for a 10 kV layer near 4 MV/cm or below. A lower limit calls for a thicker and more lightly doped layer; at 4 MV/cm the ideal resistance is $(5/4)^3\approx2$ times larger. The result is more sensitive to the peak field than to the mobility: a change by a factor of two would change the ideal resistance by a factor of eight, against a factor of two for the mobility. The doping is low for boron-doped diamond and demands good control of compensating donors. The operating temperature of 500 K is high for ordinary power electronics; it was chosen because it frees a substantial part of the holes. With the peak field and mobility taken as given, incomplete ionization is the evaluated effect that moves the result most, from 8.9 to about $17.5\ \mathrm{m\Omega\,cm^2}$ at 500 K. A complete transistor adds the resistance of its channel, contacts and substrate, and field crowding at its edges can lower the voltage it blocks. The coefficient $27/8$ is thus the optimum for uniform doping, full ionization, constant mobility and a fixed peak field in one dimension, and the thickness $3V/(2E)$ is a design rule under those same conditions.

\section*{Values computed for the example and the checks}
\begin{verbatim}
INPUTS (material values rough)
blocking voltage 10.0 kV; peak field 5.0 MV/cm
relative permittivity 5.7; mobility 600 cm2/Vs
temperature 500 K; acceptor level 0.37 eV
acceptor degeneracy 4; hole density mass 0.8 m_e
IDEAL OPTIMUM
permittivity 5.0469e-13 F/cm
thickness 30.00 um; doping 3.500e+15 cm^-3
field at far end (Poisson) 1.667 MV/cm
specific resistance, formula 8.916 mohm cm2
specific resistance, search 8.916 mohm cm2
main result in SI 8.916e-07 ohm m2
TRIANGULAR-FIELD LAYER
thickness 40.00 um; doping 3.938e+15 cm^-3
specific resistance 10.568 mohm cm2
ratio optimum/triangular 0.84375
TOLERANCES
10% thinner, doping redesigned: R x 1.0414
10% thicker, doping redesigned: R x 1.0238
10% more doping, same W: voltage loss 5.00 %
10% lower peak field, redesigned: R x 1.3717
INCOMPLETE IONIZATION (same mobility throughout)
ionized fraction at 500 K 0.5048; at 300 K 0.0275
hole density at 500 K 1.767e+15 cm^-3
ideal layer at 500 K: R 17.66 mohm cm2
reoptimized at 500 K: R 17.46 mohm cm2
  W 28.06 um; N 3.225e+15 cm^-3; s 0.675
ideal layer at 300 K: R x 36.3
reoptimized at 300 K: R x 35.2
  W 26.73 um; N 2.968e+15 cm^-3; s 0.508
donors 10% of net doping, 500 K: R x 1.067
50 K hotter, mobility as T^-2: R x 0.923
AVALANCHE INTEGRAL, SEVENTH-POWER LAW
best W 31.72 um; peak 5.044 MV/cm
best R 8.781 mohm cm2
triangular W 39.22 um; peak 5.099 MV/cm
triangular R 9.964 mohm cm2; ratio 0.8813
OTHER NEGLECTED EFFECTS
built-in voltage 4.5 V: zero-bias width 0.90 um
  share of layer 3.00 %
drift velocity at 100 A/cm2 3.53e+05 cm/s
  share of 1e+07 cm/s: 3.53 %
holes / band density 4.57e-05
tunnel mass 0.3 m_e; gap 5.5 eV: exponent 96.5
Schottky barrier 1.5 eV: exponent 13.7
  field-emission current 9.2e+01 A/cm2
\end{verbatim}
